The six orthorhombic sets of Stevens parameters: transformation, standardisation and checksums, part 2

A multiplet J (X = J(J+1)) lies in an orthorhombic crystal field:

H = Σ_k Σ_q B_k^q O_k^q,  k = 2, 4, 6,  q = 0, 2, …, k.   (1)

Bkq means B_k^q, λ = B22/B20; energies are in μRy (10⁻⁶ Ry). The Stevens operator O_k^q comes from a polynomial P_k^q, with P22 = x² − y²; O66 = (J+^6 + J−^6)/2, J± = Jx ± iJy.

The task: apply Rudowicz standardisation, which selects the set with 0 ≤ B22′/B20′ ≤ 1, and find checksums for ranks 4 and 6.

In frame abc the new axes x′, y′, z′ lie along the old axes a, b, c, and parameters B′ describe the same H. Spectrum and traces are unchanged; different ranks are trace-orthogonal. Rank 2 has principal values:

H_2 = Dx Jx² + Dy Jy² + Dz Jz²,
Dx = −B20 + B22,  Dy = −B20 − B22,  Dz = 2B20,  Dx + Dy + Dz = 0.   (5)

If they are distinct, six sets preserve (1), generated by A (frame yxz) and T (frame xzy):

A = diag((−1)^(q/2)):  B22, B42, B62, B66 change sign, the rest do not.   (9)

T:

B20′ = (−B20 − B22)/2
B22′ = (−3B20 + B22)/2

B40′ = (3B40 + B42 + B44)/8
B42′ = (20B40 + 4B42 − 4B44)/8
B44′ = (35B40 − 7B42 + B44)/8

B60′ = (−10B60 − 2B62 − 2B64 − 2B66)/32
B62′ = (−105B60 − 17B62 − 5B64 + 15B66)/32
B64′ = (−126B60 − 6B62 + 26B64 − 6B66)/32
B66′ = (−231B60 + 33B62 − 11B64 + B66)/32.   (11)

With B′ = MB,

M(xyz) = 1, M(yxz) = A, M(xzy) = T, M(yzx) = TA, M(zxy) = AT, M(zyx) = ATA.   (12)

A and T leave the cubic (B40, B42, B44) = (1, 0, 5) and (B60, B62, B64, B66) = (1, 0, −21, 0) unchanged.

The example has J = 4 and, in μRy, B20 = 20, B22 = −40; B40 = 0.2, B42 = −1, B44 = 0.8; B60 = 0.004, B62 = 0.02, B64 = −0.05, B66 = 0.03.

**Model answer (d)**

Dividing B22′ by B20′ in (11) gives λ′ = (−3 + λ)/(−1 − λ) for T; A sends λ to −λ. Composing in the order of (12):

xyz: λ′ = λ, in [0, 1] for 0 ≤ λ ≤ 1
yxz: λ′ = −λ, for −1 ≤ λ ≤ 0
xzy: λ′ = (3 − λ)/(1 + λ) = −1 + 4/(1 + λ), for 1 ≤ λ ≤ 3
yzx: λ′ = (3 + λ)/(1 − λ) = −1 + 4/(1 − λ), for −3 ≤ λ ≤ −1
zxy: λ′ = (λ − 3)/(λ + 1) = 1 − 4/(λ + 1), for 3 ≤ λ ≤ ∞
zyx: λ′ = (λ + 3)/(λ − 1) = 1 + 4/(λ − 1), for −∞ ≤ λ ≤ −3.   (13)

The second forms show that each map is monotonic on its interval with end values 0 and 1; for example yzx gives 0 at λ = −3 and 1 at λ = −1. Each map is one-to-one on the real line closed by the point ∞, so no λ outside the interval reaches [0, 1]. The six intervals cover the line and share only end points. For λ different from 0, ±1, ±3, ∞ exactly one set is standard, with 0 < λ′ < 1.

In principal values, (5) divided by Dz = 2B20 gives Dx/Dz = (λ − 1)/2 and Dy/Dz = −(λ + 1)/2. Then |Dx| ≤ |Dy| means (λ − 1)² ≤ (λ + 1)², that is λ ≥ 0, and |Dy| ≤ |Dz| means |λ + 1| ≤ 2, that is −3 ≤ λ ≤ 1. Together,

0 ≤ λ ≤ 1 if and only if |Dx| ≤ |Dy| ≤ |Dz|.   (14)

A change of frame only permutes the D_a, so the standard label is the list of old axes in order of increasing |D_a|.

The end points are the cases where the ordering has a tie, and the statement that standardisation gives one set must be amended there.

For λ = 0, ±3 the standard value is λ′ = 0, with D′x = D′y. The operation A leaves rank 2 unchanged and reverses B42′, B62′ and B66′, so two frames are standard and rank 2 cannot choose between them. Their sets differ unless B42′ = B62′ = B66′ = 0, the tetragonal case. There the two sets coincide, but the choice is still not unique: the frame turned by 45° about z′, found in part (b), also has λ′ = 0 and reverses B44′ and B64′, so the common sign of these two parameters is left open unless both vanish.

For λ = ±1, ∞ the standard value is λ′ = 1, with D′x = 0 and D′y = −D′z. With B22 = B20, (11) gives B20′ = −B20 and B22′ = −B20: the second standard set has the opposite sign of B20, and ranks 4 and 6 differ by the full matrix T. For B20 = 0 the input ratio is infinite, and zxy gives (B20′, B22′) = (−B22/2, −B22/2) while zyx gives (B22/2, B22/2).

For B20 = B22 = 0 the ratio does not exist and the rule selects nothing. At a tie whose two standard sets differ, the standard set jumps from one to the other as λ crosses the end point: if the uncertainty interval of a fitted λ′ includes 0 or 1, the signs of B42′, B62′, B66′, or the sign of B20′ and the choice of z′, are not determined by the rule. If sine-type or odd-q terms are present (as, for example, in monoclinic or triclinic symmetry), (11) is incomplete, since those terms have their own transformation.

The range [0, 1] belongs to the Stevens normalisation. Comparing H_2 with D(Jz² − X/3) + E(Jx² − Jy²) gives D = 3B20, E = B22, so E/D = λ/3 lies in [0, 1/3]. In the Wybourne form W0 C²₀ + W2 (C²₂ + C²₋₂), with C²₀ = (3cos²θ − 1)/2 and C²±₂ = √(3/8) sin²θ e^(±2iφ), the sum C²₂ + C²₋₂ = 2√(3/8) sin²θ cos 2φ = √(3/2) P22 on the unit sphere. Up to one common factor, B20 = W0/2 and B22 = √(3/2) W2, so λ = √6 W2/W0 and W2/W0 lies in [0, 1/√6], with 1/√6 = 0.408.

**Model answer (e)**

O_k^q connects states whose m differ by ±q, so Tr(O_k^p O_k^q) = 0 for p ≠ q. With H_k the rank-k part of H and w_q = Tr(O_k^q)²/Tr(O_k^0)²,

Tr H_k² = Tr(O_k^0)² S_k,  S_k = Σ_q w_q (B_k^q)².   (15)

By part (a) the trace is the same in every frame, so S_k is invariant and TᵀWT = W for W = diag(w_q). Multiplying on the right by T and using T² = 1 gives TᵀW = WT. The (0, q) element of this equation is T_q0 w_q = w_0 T_0q, so w_q = T_0q/T_q0. Reading (11): for k = 2, w_2 = (−1)/(−3); for k = 4, 1/20 and 1/35; for k = 6, (−2)/(−105), (−2)/(−126), (−2)/(−231). Hence

S_2 = B20² + B22²/3
S_4 = B40² + B42²/20 + B44²/35
S_6 = B60² + 2B62²/105 + B64²/63 + 2B66²/231.   (16)

If a vector v obeys Mv = ±v for all six M, the scalar product vᵀWB is invariant up to the same sign, because vᵀW(MB) = ±(Mv)ᵀW(MB) = ± vᵀWB. The cubic vectors of part (c) are fixed by T and by A. They give (1, 0, 5/35) ∝ (7, 0, 1) and (1, 0, −21/63, 0) ∝ (3, 0, −1, 0). The vector v = (0, 1, 0, −1) is reversed by A, and (11) gives Tv = (0, −32/32, 0, 32/32) = −v; Wv = (0, 2/105, 0, −2/231) ∝ (0, 11, 0, −5). Therefore

7B40 + B44 and 3B60 − B64 are the same in all six sets;
11B62 − 5B66 keeps its sign in xyz, yzx, zxy and reverses it in yxz, xzy, zyx.   (17)

The first two measure the cubic (A₁) content of ranks 4 and 6, the third the A₂ content of rank 6.

Each checksum involves a single rank. A set in which rank 2 is taken from one frame and ranks 4, 6 from another has the correct S_2, S_4, S_6, 7B40 + B44 and 3B60 − B64, and only a comparison of the sign of 11B62 − 5B66 with the parity of the intended frame can reveal the fault; this fails when the two frames have the same parity, and also when 11B62 = 5B66, since the sum is then zero in every frame. Since different ranks are trace-orthogonal, even Tr H² = Σ E_n² is correct. Such a set nevertheless describes a rank-2 field turned relative to the others, which in general is not one of the six sets of H. It is one of them when the turn leaves rank 2 unchanged (two equal principal values, the tie λ′ = 0 of part (d), or a vanishing rank 2), when it leaves ranks 4 and 6 unchanged, as for a purely cubic rank 4 and 6, or when it is a product of one turn of each kind. As an example of the last case, let B22 = −3B20, so that Dy = Dz and T fixes rank 2, and B42 = B62 = B66 = 0, so that A fixes ranks 4 and 6; rank 2 taken from zxy = AT with ranks 4 and 6 left in xyz is then the set yxz. The spectrum depends on all ranks together and can reveal the fault; part (f) shows that it does so in one case. The mixed set differs from the consistent set of the frame used for ranks 4 and 6 only in H_2, so no ordered level moves by more than the operator norm of that change, and the test is weak when rank 2 is small.

**Model answer (f)**

All numbers are in μRy unless stated; 1 μRy = 0.109737 cm⁻¹.

Choice of frame. λ = −40/20 = −2 lies in [−3, −1], so (13) selects yzx with λ′ = (3 − 2)/(1 + 2) = 1/3. From (5), D = (−20 − 40, −20 + 40, 40) = (−60, 20, 40); increasing |D| gives the order y, z, x, in agreement with (14).

The set yxz follows from (9): (20, 40); (0.2, 1, 0.8); (0.004, −0.02, −0.05, −0.03), with λ = 2.

The standard set yzx is T applied to yxz:

B20′ = (−20 − 40)/2 = −30
B22′ = (−60 + 40)/2 = −10
B40′ = (0.6 + 1 + 0.8)/8 = 0.3
B42′ = (4 + 4 − 3.2)/8 = 0.6
B44′ = (7 − 7 + 0.8)/8 = 0.1
B60′ = (−0.04 + 0.04 + 0.1 + 0.06)/32 = 0.005
B62′ = (−0.42 + 0.34 + 0.25 − 0.45)/32 = −0.00875
B64′ = (−0.504 + 0.12 − 1.3 + 0.18)/32 = −0.047
B66′ = (−0.924 − 0.66 + 0.55 − 0.03)/32 = −0.03325.

Its principal values are (30 − 10, 30 + 10, −60) = (20, 40, −60); λ′ = 0.333, E/D = 0.111, and the Wybourne ratio is 0.136. The sign of B20 has changed from the input, because the axis of largest |D| is the old x axis, where D is negative. In cm⁻¹ the standard set is B20′ = −3.292, B22′ = −1.097; B40′ = 0.03292, B42′ = 0.06584, B44′ = 0.01097; B60′ = 0.000549, B62′ = −0.000960, B64′ = −0.005158, B66′ = −0.003649.

The set xzy is T applied to the input:

B20 = (−20 + 40)/2 = 10, B22 = (−60 − 40)/2 = −50, λ = −5
B40 = (0.6 − 1 + 0.8)/8 = 0.05, B42 = (4 − 4 − 3.2)/8 = −0.4, B44 = (7 + 7 + 0.8)/8 = 1.85
B60 = (−0.04 − 0.04 + 0.1 − 0.06)/32 = −0.00125
B62 = (−0.42 − 0.34 + 0.25 + 0.45)/32 = −0.001875
B64 = (−0.504 − 0.12 − 1.3 − 0.18)/32 = −0.06575
B66 = (−0.924 + 0.66 + 0.55 + 0.03)/32 = 0.009875.

Applying A to xzy and to yzx gives the last two:

zxy: (10, 50); (0.05, 0.4, 1.85); (−0.00125, 0.001875, −0.06575, −0.009875); λ = 5
zyx: (−30, 10); (0.3, −0.6, 0.1); (0.005, 0.00875, −0.047, 0.03325); λ = −1/3.

The six ratios −2, 2, −5, 1/3, 5, −1/3 fall one in each interval of (13).

Checksums, input against standard. S_2: 400 + 1600/3 = 900 + 100/3 = 933.3 μRy². S_4: 0.04 + 1/20 + 0.64/35 = 0.09 + 0.36/20 + 0.01/35 = 0.1083 μRy². S_6 = 7.109 × 10⁻⁵ μRy² in both. Linear sums: 1.4 + 0.8 = 2.1 + 0.1 = 2.2; 0.012 + 0.05 = 0.015 + 0.047 = 0.062; 0.22 − 0.15 = −0.09625 + 0.16625 = 0.07, while the odd frame xzy gives −0.020625 − 0.049375 = −0.07.

Spectrum. Diagonalisation gives nine singlets, common to all six sets: −779.7, −612.6, −592.1, −588.2, 73.5, 233.8, 449.1, 906.6, 909.7. The total splitting is 1689.4 μRy = 185.4 cm⁻¹. Standardising rank 2 while leaving ranks 4 and 6 in xyz shifts a level by up to 283.5 μRy, and using the inverse cycle zxy for ranks 4 and 6 by up to 391.2 μRy, both measured between the ordered levels and the correct ordered levels; these are 17 % and 23 % of the total splitting. The frames xyz, yzx, zxy are all even, so by part (e) no checksum in (16) or (17) reacts to either fault.

Ground state. The moments (⟨Jx²⟩, ⟨Jy²⟩, ⟨Jz²⟩) are (8.995, 5.302, 5.703) for the input set and (5.302, 5.703, 8.995) for the standard set, the order y, z, x of the label. The result has a feature that rank 2 alone would not suggest. A negative B20′ favours m′ = ±4, with ⟨J′z²⟩ near 16 and a nearly degenerate pair, but the ground state has ⟨J′z²⟩ near 9 and lies 167.1 μRy below the next level. The diagonal elements in the standard frame explain this. For X = 20 the reduced forms are O20 = 3m² − 20, O40 = 35m⁴ − 575m² + 1080 and O60 = 231m⁶ − 5565m⁴ + 31794m² − 25200, which give (28, 840, 5040) at m = ±4 and (7, −1260, −21420) at m = ±3. Hand arithmetic with the standard set gives

m′ = ±4: −30·28 + 0.3·840 + 0.005·5040 = −562.8
m′ = ±3: −30·7 − 0.3·1260 − 0.005·21420 = −695.1.

Ranks 4 and 6 put m′ = ±3 below m′ = ±4. The two states are coupled directly by O66. The squared ladder factors 20 − m(m + 1) for m = −3, …, 2 are 14, 18, 20, 20, 18, 14, so ⟨3|J+⁶|−3⟩ = 14·18·20 = 5040 and ⟨3|O66|−3⟩ = 2520. The coupling is −0.03325·2520 = −83.8, and the combinations |3⟩ ± |−3⟩ have expectation values −778.9 and −611.3. H conserves the parity of m′ and the symmetry under m′ → −m′, so each combination mixes only with |1⟩ ± |−1⟩ of the same sign, and each expectation value is an upper bound on the lowest level of its own block. The only level below −778.9 is −779.7, which is therefore the symmetric state; the only other level below −611.3 is −612.6, which is the antisymmetric one. The gap estimate 2·83.8 = 167.6 exceeds the exact 167.1 by 0.3 % of the latter, and the shortfall of ⟨J′z²⟩ from 9 measures the small m′ = ±1 admixture. Standardisation fixes the axes by rank 2 only; when ranks 4 and 6 contribute energies comparable with rank 2, as here, the sign of B20′ does not decide which m′ dominates the ground state.

Zeeman term. Old x is the new z′, so H + 50 Jx in the input frame corresponds to 50 J′z added to the standard set; the sign attached to the axis is immaterial, because a twofold rotation about a perpendicular axis leaves (1) unchanged and reverses J′z. Both calculations give a ground level of −867.7 μRy. Within the m′ = ±3 pair the term adds ±3·50 = ±150 on the diagonal, and the lower root −695.1 − √(150² + 83.8²) = −866.9 is an upper bound that lies 0.8 μRy above the exact level. Keeping the field along the axis named x while using the standard set gives −810.1 μRy, which is the answer for a field along the old y axis. Field directions, g values and moments have to be relabelled together with the nine parameters.

The program and its output follow; besides the tests already cited, it checks (11) and (12) by exact substitution, by Fourier quadrature for T, and by trace projection of H on operators built from J′ in all 24 frames, and it checks (13), (14), (16), (17) and the tie cases.

Table of computed values

```
2*T2 = [[-1, -1], [-3, 1]]
8*T4 = [[3, 1, 1], [20, 4, -4], [35, -7, 1]]
32*T6 = [[-10, -2, -2, -2], [-105, -17, -5, 15], [-126, -6, 26, -6], [-231, 33, -11, 1]]
J = 4; input set is frame xyz; 1 uRy = 0.109737 cm^-1
Dx Dy Dz input (uRy): -60 20 40
xyz B20 B22 (uRy): 20 -40; lam = -2
xyz B40 B42 B44 (uRy): 0.2 -1 0.8
xyz B60 B62 B64 B66 (uRy): 0.004 0.02 -0.05 0.03
yxz B20 B22 (uRy): 20 40; lam = 2
yxz B40 B42 B44 (uRy): 0.2 1 0.8
yxz B60 B62 B64 B66 (uRy): 0.004 -0.02 -0.05 -0.03
xzy B20 B22 (uRy): 10 -50; lam = -5
xzy B40 B42 B44 (uRy): 0.05 -0.4 1.85
xzy B60 B62 B64 B66 (uRy): -0.00125 -0.001875 -0.06575 0.009875
yzx B20 B22 (uRy): -30 -10; lam = 0.333333
yzx B40 B42 B44 (uRy): 0.3 0.6 0.1
yzx B60 B62 B64 B66 (uRy): 0.005 -0.00875 -0.047 -0.03325
zxy B20 B22 (uRy): 10 50; lam = 5
zxy B40 B42 B44 (uRy): 0.05 0.4 1.85
zxy B60 B62 B64 B66 (uRy): -0.00125 0.001875 -0.06575 -0.009875
zyx B20 B22 (uRy): -30 10; lam = -0.333333
zyx B40 B42 B44 (uRy): 0.3 -0.6 0.1
zyx B60 B62 B64 B66 (uRy): 0.005 0.00875 -0.047 0.03325
standard frame: yzx ; inverse cycle: zxy
Dx Dy Dz standard (uRy): 20 40 -60
standard lam = 0.333333, E/D = 0.111111, Wybourne ratio = 0.136083
Wybourne upper bound = 0.408248
S2 S4 S6 input (uRy^2): 933.333 0.108286 7.10938e-05
S2 S4 S6 standard (uRy^2): 933.333 0.108286 7.10938e-05
7B40+B44, 3B60-B64, 11B62-5B66 input (uRy): 2.2 0.062 0.07
7B40+B44, 3B60-B64, 11B62-5B66 standard (uRy): 2.2 0.062 0.07
7B40+B44, 3B60-B64, 11B62-5B66 xzy (uRy): 2.2 0.062 -0.07
levels 1-5 (uRy): -779.699 -612.642 -592.137 -588.215 73.497
levels 6-9 (uRy): 233.820 449.059 906.635 909.682
lowest gap = 167.0570 uRy
total splitting = 1689.380 uRy = 185.388 cm^-1
largest level error, rank 2 only: 283.468 uRy
largest level error, inverse cycle on 4,6: 391.229 uRy
ground <Jx2> <Jy2> <Jz2> input: 8.9947 5.3024 5.7029
ground <Jx2> <Jy2> <Jz2> standard: 5.3024 5.7029 8.9947
Zeeman term h = 50 uRy; old x is new z
ground level, h along old x, input set: -867.744 uRy
ground level, matching new axis, standard set: -867.744 uRy
ground level, unpermuted axis x, standard set: -810.061 uRy
standard rank 2 (cm^-1): -3.2921 -1.0974
standard rank 4 (cm^-1): 0.032921 0.065842 0.010974
standard rank 6 (cm^-1): 0.00054869 -0.0009602 -0.0051577 -0.0036488
```
